# Long-range phonon potentials in silicon: zero Born charge, nonzero dynamical quadrupole, part 2

In a diamond-structure insulator the Born charges vanish. Does a phonon still produce a macroscopic potential \(\phi\) as \(\mathbf q\to0\)? Hartree atomic units are used; \(a\) is the cube edge, \(\Omega=a^3/4\) the cell volume, \(\mathbf R\) a lattice vector. Atom \(\kappa=1,2\) is displaced by \(\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\), with \(\boldsymbol\tau_\kappa\) its position in the cell; the optical pattern is \(\mathbf u_1=-\mathbf u_2=u\,\mathbf e\). Also \(\hat{\mathbf n}=\mathbf q/q\) and \(\mathbf F=(n_yn_z,\,n_zn_x,\,n_xn_y)\).

A bar marks the short-circuit response, which omits the \(\mathbf G=0\) (macroscopic) Coulomb term \(w=4\pi/q^2\). Per unit displacement, the macroscopic short-circuit charge is
\[
\bar\rho_{\kappa\alpha}(\mathbf q)=\frac1\Omega\Big[-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12 q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}+O(q^3)\Big],\tag{1}
\]
with \(Z\) the Born charge and \(Q\) the dynamical quadrupole. Symmetry and neutrality give \(Z_{\kappa,\beta\alpha}=0\) and \(Q_{1\alpha}^{\beta\gamma}=-Q_{2\alpha}^{\beta\gamma}=Q\,|\epsilon_{\alpha\beta\gamma}|\), so \(Q_1=-Q_2=Q\).

The ions' potential on electrons is \(V=\bar V-w\rho^{\rm ion}e_0\), with \(\rho^{\rm ion}\) the macroscopic ionic charge and \(e_0\) the \(\mathbf G=0\) unit vector. The induced electron density \(n\), with \(\mathbf G=0\) component \(n_0\), obeys
\[
n=\bar\chi\,(\bar V-\phi\,e_0),\qquad\bar\chi=(1-\chi^0\bar{\mathcal K})^{-1}\chi^0 .\tag{3}
\]
Here \(\chi^0\) is the independent-particle response and \(\bar{\mathcal K}\) the Coulomb and exchange-correlation interaction without \(w\). Further, \(\bar n=\bar\chi\bar V\), \(\bar\rho=\rho^{\rm ion}-\bar n_0\), \(\rho=\rho^{\rm ion}-n_0\), \(\phi=w\rho\), and an electron has energy \(-\phi\). Hence
\[
\phi=\frac{4\pi\bar\rho}{q^2\,\varepsilon(\mathbf q)},\qquad\varepsilon(\mathbf q)=1-\frac{4\pi\bar\chi_{00}}{q^2},\tag{4}
\]
and \(\varepsilon(\mathbf q)\to\varepsilon\), one number, as \(q\to0\).

The silicon-like LDA model, the "counter-example", has \(a=10.25\) bohr, \(\Omega=269.223\) bohr\(^3\) and ionic potential
\[
v(r)=-Z_{\rm ion}\,\frac{\operatorname{erf}(\sqrt{\eta}\,r)}{r}+(v_1+v_2r^2)e^{-\eta r^2},
\]
with \(Z_{\rm ion}=4\), \(\eta=0.6\) bohr\(^{-2}\) (alpha in the program), \(v_1=3.0\) Ha, \(v_2=-1.4\) Ha/bohr\(^2\). It uses 113 plane waves, 259 density components, 256 \(\mathbf k\) points and \(q_0=0.005\) bohr\(^{-1}\). Solved directly at \(q_0\), the longitudinal optical (LO) pattern along \([111]\) gives \(\phi/u=-0.07043\) Ha/(\(e\) bohr). Sampling leaves a residue \(Z_1=Z_2=-0.040\,e\). A control with ionic charges 3.5 and 4.5 breaks inversion.

### The optical pattern

For displacement along \(x\), the sum in (1) has the two terms \(yz\) and \(zy\): \(-\tfrac12\cdot2Q_\kappa q_yq_z=-Q_\kappa q^2F_x\). For \(\mathbf u_1=-\mathbf u_2=u\mathbf e\) the opposite displacements multiply opposite quadrupoles, and the two atoms add:
\[
\bar\rho=-\frac{(Q_1-Q_2)}{\Omega}q^2(\mathbf e\cdot\mathbf F)u=-\frac{2Q}{\Omega}q^2(\mathbf e\cdot\mathbf F)\,u .
\]
In (4) the \(q^2\) cancels against the Coulomb denominator:
\[
\phi=-\frac{8\pi Q}{\Omega\varepsilon}(\mathbf e\cdot\mathbf F)\,u .\tag{5}
\]
The field is \(\mathbf E=-i\mathbf q\,\phi\), of size \(q|\phi|\to0\). Unequal charges \(Z_1\neq Z_2\) would give, for a displacement with a component along \(\mathbf q\), \(\bar\rho\sim q\), \(\phi\sim1/q\) and a finite field; the quadrupole is one power of \(q\) weaker in each. For equal displacements of the two atoms the factor is \(Q_1+Q_2=0\), so \(\bar\rho=O(q^3)\) and \(\phi=O(q)\). This needs \(Z=0\) exactly: in the model the residue \(Z=-0.040\,e\) adds a spurious \(1/q\) term, and the longitudinal \([111]\) pattern with equal displacements gives \(|\phi/u|=0.070\) at \(q_0\) and \(0.033\) Ha/(\(e\) bohr) at \(2q_0\).

For each direction the polarization along \(\mathbf F\) couples and the two orthogonal ones do not. \(|\mathbf F|^2\) is a sum of three squares, which vanishes if and only if two components of \(\hat{\mathbf n}\) vanish, that is along \(\langle100\rangle\). The longitudinal projection is \(\hat{\mathbf n}\cdot\mathbf F=3n_xn_yn_z\). Along \([111]\), \(\mathbf F=\tfrac13(1,1,1)\) is parallel to \(\hat{\mathbf n}\) with length \(1/\sqrt3\), and the LO mode carries the whole coupling. Along \([110]\), \(\mathbf F=(0,0,\tfrac12)\): the LO mode gives nothing, and a transverse mode polarized along \(z\) produces a macroscopic potential. For the average over directions, squaring \(n_x^2+n_y^2+n_z^2=1\) gives \(3\langle n_x^4\rangle+6\langle n_x^2n_y^2\rangle=1\); with \(\langle n_x^4\rangle=\tfrac12\int_{-1}^1t^4dt=\tfrac15\) this yields \(\langle n_x^2n_y^2\rangle=\tfrac1{15}\) and \(\langle|\mathbf F|^2\rangle=\tfrac15\).

In the model, \(Q=14.170\) \(e\) bohr and \(\varepsilon=10.843\), both taken along \([111]\), give
\[
\frac{8\pi Q}{\Omega\varepsilon}=\frac{8\pi\times14.170}{269.223\times10.843}=0.1220\ \text{Ha}/(e\,\text{bohr}).
\]
Multiplying by \(-0.5774\) gives \(-0.0704\), the \([111]\) LO value of the counter-example, and by \(-0.5\) gives \(-0.06100\) for \([110]\), against \(-0.06098\) solved directly. The sharpest test is \([123]\), solved with no \(\mathbf k\)-point symmetry: \(\mathbf F=(6,3,2)/14\) predicts \((-0.05228,-0.02614,-0.01743)\) against the solved \((-0.05227,-0.02614,-0.01743)\), in the same unit. The numerical check that follows the text asserts these agreements to 0.5% of the prefactor.

This agreement tests the form of (5) and says nothing on the convergence of \(Q\). Between 32 and 256 \(\mathbf k\) points \(Q\) falls from 24.2 to 14.2 \(e\) bohr and \(\varepsilon\) from 16.9 to 10.8; the ratio \(Q/\varepsilon\) that enters (5) moves from 1.44 to 1.31 \(e\) bohr. With 2048 points \(Q\) falls further to 13.1 \(e\) bohr, \(\varepsilon\) to 10.3 and the \([111]\) LO \(|\phi/u|\) to 0.0688; with about 170 plane waves and 411 density components at 256 points they rise to 14.8, 11.2 and 0.0717, and at 864 points in that basis they are 13.8, 10.6 and 0.0701. \(Q\) thus moves by up to 7% and \(\phi\) by about 2%, so the value belongs to 256 \(\mathbf k\) points and 113 plane waves and is not the converged value of the model: \(Q\approx14\) \(e\) bohr \(\approx7.5\) \(e\) Å. Extra digits serve for comparing two routes on one grid.

### Real space

A single displaced atom is the superposition \(\delta_{\mathbf R,0}=\Omega\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf R}\). The part of the response analytic in \(\mathbf q\) transforms to a short-ranged function, so the tail comes from the non-analytic term. For atom 1 moved by \(u\) along \(x\), \(\bar\rho=-Qq_yq_zu/\Omega\). With \(-q_yq_z\to\partial_y\partial_z\) and \(4\pi/q^2\to1/r\), and \(\mathbf r\) measured from the atom,
\[
\phi(\mathbf r)=\frac{Qu}{\varepsilon}\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi(-q_yq_z)}{q^2}e^{i\mathbf q\cdot\mathbf r}=\frac{Qu}{\varepsilon}\partial_y\Big(-\frac{z}{r^3}\Big)=\frac{3Qu\,yz}{\varepsilon\,r^5}.
\]
This falls as \(r^{-3}\) and holds for the cell-averaged potential at \(r\gg a\). At \((2,6,9)\) bohr, where \(r=11\) bohr, \(3\times54/11^5=1.005893\times10^{-3}\) bohr\(^{-3}\), matched by three-dimensional quadrature of the integral with a convergence factor \(e^{-q^2}\) (\(q\) in bohr\(^{-1}\)), whose effect at this distance is negligible. That point tests the transform; it is too close to the atom for the formula to be the potential of the crystal.

### Force constants

By the Hellmann–Feynman theorem the force conjugate to pattern \(a\) is set by the density times \(V_a\) plus the ion–ion force. Its derivative with respect to pattern \(b\), per cell, contains \(\Omega V_a^\dagger n_b\), the macroscopic ion–ion term \(\Omega w\rho^{\rm ion*}_a\rho^{\rm ion}_b\), and terms free of \(w\). Using the splitting of \(V_a\),
\[
V_a^\dagger n_b+w\rho^{\rm ion*}_a\rho^{\rm ion}_b=\bar V_a^\dagger n_b+w\rho_a^{\rm ion*}(\rho_b^{\rm ion}-n_{b0})=\bar V_a^\dagger n_b+\rho^{\rm ion*}_a\phi_b .
\]
By (3), \(\bar V_a^\dagger n_b=\bar V_a^\dagger\bar\chi\bar V_b-\phi_b\bar V_a^\dagger\bar\chi e_0\), and since the static \(\bar\chi\) is Hermitian, \(\bar V_a^\dagger\bar\chi e_0=\bar n_{a0}^*\). The first term is the short-circuit result, and the rest is \((\rho_a^{\rm ion}-\bar n_{a0})^*\phi_b\):
\[
\Delta\Phi_{ab}=\Omega\,\bar\rho_a^*\phi_b=\frac{4\pi\Omega\,\bar\rho_a^*\bar\rho_b}{q^2\varepsilon}.\tag{6}
\]
With \(Z\ne0\), (6) is of order \(q^0\) and is the LO–TO splitting. With \(Z=0\), every product containing the first term of (1) vanishes, and the leading term is quadrupole times quadrupole. For optical patterns along \(a\) and \(b\),
\[
\Delta\Phi_{ab}=\frac{16\pi Q^2}{\Omega\varepsilon}F_aF_b\,q^2 .
\]
It vanishes at \(\Gamma\) from every direction, but \(q^2F_x^2=q_y^2q_z^2/q^2\) is not a polynomial. For \([111]\) LO, \((\mathbf e\cdot\mathbf F)^2=\tfrac13\) and \(16\pi\times14.170^2/(3\times269.223\times10.843)=1.152\) Ha. The difference of the full and short-circuit solutions gives \(2.881\times10^{-5}\) Ha/bohr\(^2\) at \(q_0\), which divided by \(q_0^2\) is 1.152 Ha, and it grows by the factor 3.993 when \(q\) is doubled.

For two atoms of one sublattice displaced along \(x\), (6) is \(4\pi Q^2q_y^2q_z^2/(\Omega\varepsilon q^2)\), whose transform is \((Q^2/\varepsilon)\,\partial_y^2\partial_z^2(1/r)\). From \(\partial_z^2r^{-1}=3z^2r^{-5}-r^{-3}\), \(\partial_y^2r^{-5}=35y^2r^{-9}-5r^{-7}\) and \(\partial_y^2r^{-3}=15y^2r^{-7}-3r^{-5}\),
\[
\partial_y^2\partial_z^2\frac1r=\frac{105y^2z^2}{r^9}-\frac{15(y^2+z^2)}{r^7}+\frac{3}{r^5},
\]
which is homogeneous of degree \(-5\) and equals \(5.842\times10^{-5}\) bohr\(^{-5}\) at \((2,6,9)\) bohr, as the quadrature confirms.

## Size of the effect

The optical coordinate \(u\) moves two atoms of mass \(M\), so its mass is \(2M\) and \(2M\omega^2=\Phi\). To first order \(\delta\omega=\Delta\Phi/(4M\omega)\), and the zero-point amplitude per cell is \((2\cdot2M\omega)^{-1/2}\). Take \(M=28\) u \(=51040.9\) electron masses and \(\omega=0.0023\) Ha, a rough size of the silicon optical frequency used here as a scale. Then \(4M\omega=469.6\) and the amplitude is \(0.04615\) bohr.

For the \([111]\) LO mode, whose displacements are longitudinal by symmetry and reduce to the optical pattern as \(q\to0\) (an \(O(q)\) admixture of equal displacements, carrying a charge \(O(q^3)\) when \(Z=0\) exactly, changes the shift only at higher order), \(\delta\omega/q^2=1.152/469.6=2.45\times10^{-3}\) Ha bohr\(^2\). Over the finer grids and larger bases quoted above the numerator ranges from 1.04 to 1.23 Ha, so this value is good to about 10%. This is the shift due to the macroscopic Coulomb term; the short-circuit force constants supply a further \(q^2\) part that was not computed.

An electron scattered within one non-degenerate band feels \(-\phi\,\langle u_{\mathbf k+\mathbf q}|u_{\mathbf k}\rangle\), with overlap of the cell-periodic functions tending to 1. The local fields that \(\phi\) induces through \(\bar\chi_{\mathbf G0}\phi\) in (3) are \(O(q)\) because \(\phi\) is finite, and they drop out of the limit. Per relative displacement \(2u\) of the sublattices, the \([111]\) LO coupling is \(D=0.07043/2=0.035\) Ha/bohr \(=1.8\) eV/Å, and per zero-point amplitude \(|g|=0.07043\times0.04615=3.3\times10^{-3}\) Ha \(=88\) meV, to be divided by \(\sqrt N\) for a crystal of \(N\) cells. For the \(z\)-polarized mode along \([110]\), \(D=0.030\) Ha/bohr \(=1.6\) eV/Å and \(|g|=2.8\times10^{-3}\) Ha \(=77\) meV. Grid and basis move these couplings by about 2% (86 to 90 meV for \([111]\) LO). These are the long-range parts. The short-circuit potential gives a band-dependent matrix element, the ordinary optical deformation potential, which is analytic in \(\mathbf q\), enters at the same order \(q^0\) unless the symmetry of the band state makes it vanish, and is added to the quadrupole term before the modulus is squared.

## Table of computed values

```
a = 10.25 bohr, Omega = 269.223 bohr^3
alpha = 0.6 bohr^-2, v1 = 3.0 Ha, v2 = -1.4 Ha/bohr^2, Z_ion = 4 e
plane waves 113, density components 259, q0 = 0.005 bohr^-1
invariants: Z2/Z1 = +1.0, Q2/Q1 = -1.0
indirect gap = 0.0444 Ha
32 k: Z* = -0.880 e, Q1 = 24.191 e bohr, eps = 16.854
256 k: Z1*, Z2* = -0.0404, -0.0404 e (electrons -4.0404 e)
256 k: Q1, Q2 = 14.170, -14.170 e bohr
256 k: eps = 10.843
8 pi Q/(Omega eps) = 0.12199 Ha/(e bohr)
[111] F_x,y,z = 0.3333 0.3333 0.3333, F_LO = 0.5774, eps = 10.843
[111] phi/u solved  = -0.04066 -0.04066 -0.04066 Ha/(e bohr)
[111] phi/u formula = -0.04066 -0.04066 -0.04066 Ha/(e bohr)
[100] F_x,y,z = 0.0000 0.0000 0.0000, F_LO = 0.0000, eps = 10.845
[100] phi/u solved  = -0.00000 -0.00000 -0.00000 Ha/(e bohr)
[100] phi/u formula = -0.00000 -0.00000 -0.00000 Ha/(e bohr)
[110] F_x,y,z = 0.0000 0.0000 0.5000, F_LO = 0.0000, eps = 10.844
[110] phi/u solved  = +0.00000 +0.00000 -0.06098 Ha/(e bohr)
[110] phi/u formula = -0.00000 -0.00000 -0.06100 Ha/(e bohr)
[123] F_x,y,z = 0.4286 0.2143 0.1429, F_LO = 0.3436, eps = 10.844
[123] phi/u solved  = -0.05227 -0.02614 -0.01743 Ha/(e bohr)
[123] phi/u formula = -0.05228 -0.02614 -0.01743 Ha/(e bohr)
[111] LO phi/u at q0, 2q0 = -0.07043, -0.07042 Ha/(e bohr)
[111] LO |E|/u at q0, 2q0 = 3.522e-04, 7.042e-04 Ha/(e bohr^2)
[111] LO dPhi at q0, 2q0 = 2.8811e-05, 1.1504e-04 Ha/bohr^2, ratio 3.993
[111] LO dPhi/q^2 solved 1.1524, formula 1.1524 Ha
control 3.5/4.5: Z1*, Z2* = 0.772, -0.843 e
control 3.5/4.5: Q1, Q2, sum = 14.686, -11.748, 2.939 e bohr
r = (2,6,9) bohr: quadrature 1.005893e-03, 3yz/r^5 1.005893e-03 bohr^-3
r = (2,6,9) bohr: quadrature 5.841860e-05, dy2dz2(1/r) 5.841860e-05 bohr^-5
decay factor of dy2dz2(1/r) on doubling r = 32.000
sphere average of sum F^2 = 0.2000
phi/u_x at r = (2,6,9) bohr = 1.3145e-03 Ha/(e bohr)
M = 28 u = 51040.9 m_e, omega = 0.0023 Ha (rough input)
amplitude (4 M omega)^(-1/2) = 0.04615 bohr
Q = 14.170 e bohr = 7.498 e Angstrom
[111] LO: D = 0.03522 Ha/bohr = 1.811 eV/Angstrom
[111] LO: |g| = 3.2503e-03 Ha = 88.45 meV
[110] TO z: D = 0.03049 Ha/bohr = 1.568 eV/Angstrom
[110] TO z: |g| = 2.8141e-03 Ha = 76.58 meV
[111] LO d(omega)/q^2 = 2.4542e-03 Ha bohr^2
```
